# Heavy and Light Holes in a Well: Confinement and In-Plane Masses

**Q.** I am told that confinement separates heavy from light holes and then makes the heavy hole the lighter one in the plane. That sounds like a contradiction in terms. Which Hamiltonian are we discussing?

**A.** The four-band Luttinger Hamiltonian for the top of a cubic valence band. I count hole energy as positive, so the valence band is turned upside down and the ground state is the lowest level. Let $A=\hbar^2/2m_0$, let $J_i$ be the spin-3/2 matrices, and let $z$, the confinement direction, be a cubic axis. Then

$$H=A\Big[\big(\gamma_1+\tfrac52\gamma_2\big)k^2-2\gamma_2\sum_i k_i^2J_i^2-4\gamma_3\sum_{i<j}k_ik_j\{J_i,J_j\}\Big]+V(z),$$

with $\{a,b\}=(ab+ba)/2$ and $k_z=-i\,d/dz$. I take constant $\gamma$'s with $\gamma_2>0$ and $\gamma_1>2\gamma_2$. The split-off band is left out, so its distance must be large compared with every energy considered below.

**Q.** These are four coupled equations. Why should they separate?

**A.** Set $k_x=k_y=0$. Every product $k_ik_j$ with $i\ne j$ vanishes, and one matrix remains:

$$H=A\big(\gamma_1+\tfrac52\gamma_2-2\gamma_2J_z^2\big)k_z^2+V(z).$$

The potential multiplies the unit matrix, so $J_z$ commutes with $H$ and is a good quantum number. For $J_z=\pm\frac32$, $J_z^2=\frac94$ and the bracket is $\gamma_1+\frac52\gamma_2-\frac92\gamma_2$. For $J_z=\pm\frac12$, $J_z^2=\frac14$ and it is $\gamma_1+\frac52\gamma_2-\frac12\gamma_2$. Hence

$$a_h=\gamma_1-2\gamma_2,\qquad a_l=\gamma_1+2\gamma_2,$$

where $a=m_0/m_z$. The first pair is heavy along $z$, the second light. No approximation within the four-band model has been made.

**Q.** And the confinement energies?

**A.** Each pair obeys $-Aa\,\varphi''+V\varphi=E\varphi$. Between hard walls a distance $L$ apart, $\varphi_n\propto\sin(n\pi z/L)$ gives $\varphi_n''=-(n\pi/L)^2\varphi_n$, so

$$E_n=A\,a\left(\frac{n\pi}{L}\right)^2 .$$

At a gated surface a better first model is a hard wall at $z=0$ with $V=eFz$ for $z>0$. Define $\ell=(Aa/eF)^{1/3}$ and $\xi=z/\ell-E/(eF\ell)$. Dividing the equation by $Aa/\ell^2=eF\ell$ turns it into $d^2\varphi/d\xi^2=\xi\varphi$. The solution that decays at large $z$ is the Airy function $\mathrm{Ai}(\xi)$. It must vanish at the wall, where $\xi=-E/(eF\ell)$, so with $\mathrm{ai}_n$ the $n$th Airy zero

$$E_n=|\mathrm{ai}_n|\,eF\ell=|\mathrm{ai}_n|\,(Aa)^{1/3}(eF)^{2/3}.$$

**Q.** Is the heavy hole the ground state in both cases?

**A.** Yes, and the reason does not depend on the shape of $V$. The two Hamiltonians differ by $H_l-H_h=4A\gamma_2k_z^2$, which has a positive expectation value in any bound state. Evaluate $H_h$ in the light-hole ground state: the result lies below the light-hole energy, and by the variational principle it is not below the heavy-hole ground energy.

**Q.** Give me numbers.

**A.** Take round model parameters that represent no particular material: $\gamma_1=5$, $\gamma_2=\gamma_3=1$, $L=5$ nm. Then $a_h=3$ and $a_l=7$, so the masses along $z$ are $0.333\,m_0$ and $0.143\,m_0$. The unit of energy is $A(\pi/L)^2=15.04$ meV. Call the $n$th subbands HH$n$ and LH$n$. HH1 lies at $3\times15.04=45.1$ meV, LH1 at $7\times15.04=105.3$ meV and HH2 at $4\times45.12=180.5$ meV. A finite-difference solution of all four bands gives the same values for HH1 and LH1 to the digits quoted here.

For the triangular well at 20 MV/m, $eF=20$ meV/nm and $Aa_h=38.10\times3=114.3$ meV nm². The heavy hole lies at

$$2.338\times(114.3\times20^2)^{1/3}=83.6\ \text{meV},$$

and the light hole at 110.9 meV. The ratio of the levels is $(7/3)^{1/3}\approx1.33$, compared with $7/3$ in the square well. A light particle in the triangular well spreads further from the wall, which lowers its kinetic energy; the square well denies it that freedom.

**Q.** Now the plane. Why should a particle that is heavy along $z$ be light along $x$?

**A.** Look first at the diagonal elements of $H$ for motion along $x$. They contain $\gamma_1+\frac52\gamma_2-2\gamma_2\langle J_x^2\rangle$. The total spin is fixed, $J_x^2+J_y^2+J_z^2=\frac{15}{4}$, and a state of definite $J_z$ treats $x$ and $y$ alike. So

$$\langle J_x^2\rangle=\tfrac12\big(\tfrac{15}{4}-J_z^2\big)=\begin{cases}\tfrac34 & J_z=\pm\tfrac32\\[2pt]\tfrac74 & J_z=\pm\tfrac12.\end{cases}$$

The in-plane coefficients are therefore $\gamma_1+\frac52\gamma_2-\frac32\gamma_2=\gamma_1+\gamma_2$ for the heavy pair and $\gamma_1+\frac52\gamma_2-\frac72\gamma_2=\gamma_1-\gamma_2$ for the light pair.

A large spin component along the direction of motion makes a hole heavy. A state with much of its spin along $z$ has little along $x$, so it is heavy along $z$ and light in the plane. The three inverse masses show the trade: $(\gamma_1-2\gamma_2)+2(\gamma_1+\gamma_2)=3\gamma_1$, and likewise $(\gamma_1+2\gamma_2)+2(\gamma_1-\gamma_2)=3\gamma_1$. In the example the diagonal in-plane masses are $1/6=0.167\,m_0$ for the heavy hole and $1/4=0.250\,m_0$ for the light one.

**Q.** But a cubic crystal has the same masses along $x$ as along $z$. You have just broken cubic symmetry with algebra.

**A.** In unstrained bulk the diagonal elements are not the energies. Motion along $x$ also couples $J_z=\frac32$ to $-\frac12$, through

$$-2\gamma_2\langle\tfrac32|J_x^2|{-\tfrac12}\rangle=-2\gamma_2\cdot\tfrac{\sqrt3}{2}=-\sqrt3\,\gamma_2 .$$

The two-by-two block, in units of $Ak_x^2$, has diagonal $\gamma_1\pm\gamma_2$ and this off-diagonal element. Its eigenvalues are

$$\gamma_1\pm\sqrt{\gamma_2^2+3\gamma_2^2}=\gamma_1\pm2\gamma_2,$$

the same as along $z$. Without a preferred axis, the eigenstates for motion along $x$ have definite $J_x$, just as those for motion along $z$ have definite $J_z$, and nothing is reversed. Confinement or strain separates the two pairs at $k_\parallel=0$ and fixes the axis at $z$. The coupling just computed is proportional to $k_\parallel^2$, and across a fixed gap it changes the energies beyond order $k_\parallel^2$.

**Q.** So the subband masses in the well are $m_0/(\gamma_1\pm\gamma_2)$?

**A.** No. One more coupling has to be counted. The $\gamma_3$ terms containing $k_z$ are linear in the in-plane wavevector. From $\langle\frac32|J_x|\frac12\rangle=\frac{\sqrt3}2$ and $\langle\frac32|J_y|\frac12\rangle=-i\frac{\sqrt3}2$,

$$\langle\tfrac32|\{J_x,J_z\}|\tfrac12\rangle=\tfrac12\big(\tfrac32+\tfrac12\big)\tfrac{\sqrt3}2=\tfrac{\sqrt3}2,\qquad
\langle\tfrac32|\{J_y,J_z\}|\tfrac12\rangle=-i\tfrac{\sqrt3}2 .$$

Multiplying by $-4A\gamma_3k_z$ and the matching in-plane component gives

$$\langle\tfrac32|H|\tfrac12\rangle=-2\sqrt3\,A\gamma_3\,k_z(k_x-ik_y).$$

The pair $-\frac12,-\frac32$ has an element of the same size. Between $\frac12$ and $-\frac12$ the corresponding factor is $\frac12(\frac12-\frac12)=0$. In second order this coupling contributes at $k_\parallel^2$, the order that defines the mass.

**Q.** In a narrow well the heavy–light gap is large. Surely the correction then disappears.

**A.** The gap grows as $1/L^2$, but the squared matrix element of $k_z$ also grows as $1/L^2$. Their ratio does not depend on $L$.

To see this explicitly, take the hard-wall states $|n\rangle$. For even $m$,

$$\langle m|\tfrac{d}{dz}|1\rangle=\frac{2\pi}{L^2}\int_0^L\!\sin\frac{m\pi z}{L}\cos\frac{\pi z}{L}\,dz
=\frac2L\Big[\frac1{m+1}+\frac1{m-1}\Big]=\frac{4m}{L(m^2-1)} .$$

The middle step uses $\sin\alpha\cos\beta=\frac12[\sin(\alpha+\beta)+\sin(\alpha-\beta)]$. For odd $m$ the element vanishes by parity. The linear coupling thus connects HH1 to LH2, LH4 and so on, but not to LH1. The coupling proportional to $k_\parallel^2$ does connect HH1 to LH1, but across their gap it changes the energies only at order $k_\parallel^4$ and leaves the masses at $k_\parallel=0$ alone.

I also allow a biaxial strain that raises the light holes by $\Delta$ relative to the heavy ones, and write $d=\Delta/[A(\pi/L)^2]$. The gap from HH1 to LH$m$ is

$$A\Big(\frac\pi L\Big)^2(a_lm^2+d-a_h)=A\Big(\frac\pi L\Big)^2a_l(m^2-r^2),\qquad r^2=\frac{a_h-d}{a_l}.$$

The squared coupling is $12A^2\gamma_3^2k_\parallel^2\,|\langle m|k_z|1\rangle|^2$. Second-order perturbation theory, squared coupling over minus the gap, gives

$$\delta E_{\rm HH1}=-Ak_\parallel^2\,\frac{12\gamma_3^2}{a_l}F(r),\qquad
F(x)=\sum_{m\ \rm even}\frac{16m^2}{\pi^2(m^2-1)^2(m^2-x^2)} .$$

For LH1 the roles are exchanged. Its gap to HH$m$ is $A(\pi/L)^2a_h(m^2-s^2)$ with $s^2=(a_l+d)/a_h$. Hence

$$\frac{m_0}{m_{\rm HH1}}=\gamma_1+\gamma_2-\frac{12\gamma_3^2}{a_l}F(r),\qquad
\frac{m_0}{m_{\rm LH1}}=\gamma_1-\gamma_2-\frac{12\gamma_3^2}{a_h}F(s).$$

Without strain, $L$ has dropped out.

**Q.** An infinite sum is awkward. Can it be done?

**A.** Yes, by solving for the first-order wavefunction. Let $q=\pi/L$, measure $u$ from the centre of the well, and put $\psi=\sqrt{2/L}\cos qu$. Consider

$$\Big(-\frac{d^2}{du^2}-x^2q^2\Big)\phi=\psi',\qquad \phi(\pm L/2)=0 .$$

Expanding $\phi$ in the well states shows that $\int\psi'\phi\,du=\sum_m|\langle m|\psi'\rangle|^2/[q^2(m^2-x^2)]=F(x)$, since $L^2q^2=\pi^2$. The source is $\psi'=-q\sqrt{2/L}\sin qu$. A trial $c\sin qu$ requires $c\,q^2(1-x^2)=-q\sqrt{2/L}$. Adding a homogeneous solution to satisfy the walls gives

$$\phi=-\frac{\sqrt{2/L}}{q(1-x^2)}\Big[\sin qu-\frac{\sin xqu}{\sin(\pi x/2)}\Big].$$

Two integrals over the well are needed: $\int\sin^2qu\,du=L/2$ and

$$\int\sin qu\,\sin xqu\,du=\frac{\cos(\pi x/2)}q\Big[\frac1{1-x}-\frac1{1+x}\Big]=\frac{2x\cos(\pi x/2)}{q(1-x^2)} .$$

Multiplying $\phi$ by $\psi'$, integrating, and using $qL=\pi$,

$$F(x)=\frac1{1-x^2}\Big[1-\frac{4x}{\pi(1-x^2)}\cot\frac{\pi x}2\Big].$$

At $x=0$ and $x=1$ the sum is finite and the formula for $F$ is read as a limit, with $F(1)=1/4$. The mass formulas, however, fail at $x=1$. There $d=a_h-a_l$, so $r=s=1$ and HH1 and LH1 are degenerate. The coupling proportional to $k_\parallel^2$ then acts at first order. For motion along $x$ the inverse masses are the eigenvalues of a two-by-two block with the two formulas on the diagonal and $-\sqrt3\,\gamma_2$ off it: 6.44 and 2.13 for $\gamma_1=5$, $\gamma_2=\gamma_3=1$, in place of 5.57 and 3.00. For negative $x^2=-y^2$, $x\cot(\pi x/2)$ becomes $y\coth(\pi y/2)$.

**Q.** How large is the correction in your example?

**A.** Without strain, $r^2=3/7=0.429$ and $s^2=7/3=2.333$, which give $F(r)=0.2113$ and $F(s)=0.4430$. Therefore

$$\frac{m_0}{m_{\rm HH1}}=6-\frac{12}{7}(0.2113)=5.638,\qquad
\frac{m_0}{m_{\rm LH1}}=4-\frac{12}{3}(0.4430)=2.228 .$$

The in-plane masses are $0.177\,m_0$ for HH1 and $0.449\,m_0$ for LH1. Relative to the diagonal values, the heavy-hole mass rises by about 6%, but the light-hole mass by about 80%. Diagonalizing the full four-band well problem at small $k_\parallel$ gives the same inverse masses to four decimals, as the numerical output shows.

**Q.** Why is the light hole hit so much harder?

**A.** Its nearest partner, HH2, is close and supplies 97.6% of $F(s)$. The gap is $180.49-105.29=75.2$ meV. The coupling is $2\sqrt3\,A\gamma_3k_\parallel\cdot8/(3L)$, or $70.4\,k_\parallel$ meV with $k_\parallel$ in nm⁻¹. Level repulsion from HH2 alone lowers LH1 by $(70.4)^2k_\parallel^2/75.2\approx66\,k_\parallel^2$ meV, to be compared with the diagonal term $4A k_\parallel^2\approx152\,k_\parallel^2$ meV. HH1 is lowered too, but its first partner LH2 is much further away.

The same numbers show where a mass is useful. For LH1 the coupling must be small compared with the gap, so $k_\parallel$ must be well below about $1$ nm⁻¹. A second limit is tighter. The HH1 and LH1 parabolas, 60.2 meV apart at $k_\parallel=0$, would cross where $(5.638-2.228)Ak_\parallel^2=60.2$ meV, at $k_\parallel\approx0.68$ nm⁻¹, and the coupling proportional to $k_\parallel^2$ turns this into an anticrossing. At $0.3$ nm⁻¹ LH1 has already risen by 9.0 meV against 7.6 meV for the parabola, and at $0.5$ nm⁻¹ by 31 meV against 21 meV.

**Q.** Both inverse masses were reduced. Could the corrections undo the reversal?

**A.** Not while LH1 lies below HH2, provided $\Delta\ge0$. That condition is $s^2<4$. For $x^2<4$ every term of the sum for $F$ is positive and grows with $x^2$. Moreover $s^2\ge a_l/a_h>1$, while $r^2\le a_h/a_l<1$, so $F(s)>F(r)$. Since also $1/a_h>1/a_l$,

$$\frac{m_0}{m_{\rm HH1}}-\frac{m_0}{m_{\rm LH1}}=2\gamma_2+12\gamma_3^2\Big[\frac{F(s)}{a_h}-\frac{F(r)}{a_l}\Big]>2\gamma_2$$

for nonzero $\gamma_3$. The coupling strengthens the reversal of the curvatures. Without strain the condition reads $\gamma_1+2\gamma_2<4(\gamma_1-2\gamma_2)$, or $\gamma_2/\gamma_1<0.3$.

This is a statement about inverse masses. As $s\to2$ from below, $F(s)$ grows without limit and the LH1 curvature becomes negative. The light-hole energy then falls as $k_\parallel$ increases from zero, and calling it "heavier" no longer describes it well.

**Q.** What happens at $s=2$ itself?

**A.** LH1 and HH2 are degenerate at $k_\parallel=0$, and there is no mass to define. Degenerate perturbation theory gives energies that split linearly,

$$\delta E=\pm2\sqrt3\,A\gamma_3k_\parallel\,\frac{8}{3L}=\pm\frac{16A\gamma_3}{\sqrt3\,L}\,k_\parallel .$$

**Q.** And past the crossing?

**A.** HH2 is now below LH1 and pushes it upward, which adds to the LH1 curvature. Change $\gamma_2$ to 1.6 and keep the other parameters. Then $a_h=1.8$, $a_l=8.2$ and $s^2=4.56$. The diagonal inverse masses, 6.60 for HH and 3.40 for LH, still promise a reversal. The full values are 6.31 for HH1 and 11.96 for LH1, that is, masses of about $0.159\,m_0$ and $0.084\,m_0$. The light hole is the lighter one in the plane after all. Diagonalization confirms both numbers. The reversed ordering is thus a property of the diagonal elements. For the subbands of the hard-wall well with $\Delta\ge0$ it is guaranteed while LH1 lies below HH2; for finite barriers it has not been shown here. Past that crossing either order can occur, and the masses must be computed.

**Q.** Can strain make the simple formulas trustworthy?

**A.** In strained bulk, yes. With $\Delta$ fixed, the linear coupling shifts the energy by an amount of order $A^2\gamma_3^2k_z^2k_\parallel^2/\Delta$. This is quartic in the wavevector, so as $k\to0$ the in-plane inverse masses are $\gamma_1\pm\gamma_2$ within the four-band model.

In a well $k_z$ cannot go to zero, and one must ask which subband is meant. For large positive $\Delta$, HH1 is the ground state and all its light-hole partners move away. Then $r^2\approx-d/a_l$ and $F(r)\approx a_l/d$, so the correction to its inverse mass tends to $-12\gamma_3^2/d$ and vanishes. For large negative $\Delta$ the same happens to LH1, which has become the ground state.

**Q.** Is 300 meV large in that sense?

**A.** Only moderately. Here $|d|=300/15.04=19.9$. For $\Delta=+300$ meV the HH1 inverse mass is 5.79, against the diagonal 6, and the mass is $0.173\,m_0$. For $\Delta=-300$ meV the LH1 inverse mass is 3.62, against 4, and the mass is $0.276\,m_0$. The masses exceed their diagonal values by about 4% and 10%. The limiting estimate $12/19.9=0.60$ is still well above the actual heavy-hole correction of 0.21, so the asymptotic form has not been reached. In a real material the split-off band would have to be much further away than these 300 meV.

**Q.** What about the excited ladder, say LH1 when $\Delta$ is large and positive?

**A.** It lies among the heavy-hole subbands. As $\Delta$ increases, $s$ passes through $2,4,6,\dots$, and $F(s)$ diverges at each of these crossings. Between crossings $F(s)$ approaches $-1/s^2$ at large $s$, so the inverse mass tends to the diagonal value $\gamma_1-\gamma_2$. The strain ranges around the crossings where it departs strongly from that value become narrower, but they keep recurring, so there is no limit in the strict sense.

**Q.** How much of this survives another surface orientation, or the triangular well?

**A.** The decoupling at $k_\parallel=0$ also holds for confinement along [111]. There $k_ik_j=k^2/3$ for every pair, and with $J_n=(J_x+J_y+J_z)/\sqrt3$ one has $3J_n^2=\frac{15}4+2\sum_{i<j}\{J_i,J_j\}$. The bracket in $H$ becomes

$$\gamma_1+\tfrac52\gamma_2-\tfrac23\gamma_2\cdot\tfrac{15}4-\tfrac43\gamma_3\cdot\tfrac12\big(3J_n^2-\tfrac{15}4\big)=\gamma_1+\tfrac52\gamma_3-2\gamma_3J_n^2,$$

so the confinement coefficients are $\gamma_1\mp2\gamma_3$. The in-plane formulas above were derived for a cubic axis and must be worked out afresh.

In the triangular well the confinement energies and the diagonal in-plane terms stand. The function $F$ does not: heavy and light envelopes have different shapes there, and no parity rule forbids the linear coupling between HH1 and LH1. The second-order sum has to be evaluated with those states, and the condition $\gamma_2/\gamma_1<0.3$ should not be carried over.

## Table of computed values

```
Model: gamma1, gamma2, gamma3 = 5.0 1.0 1.0
A = hbar^2/2m0: 38.100 meV nm^2
well width L: 5.0 nm
A (pi/L)^2: 15.041 meV
a_h: 3.0000
a_l: 7.0000
HH mass along z: 0.3333 m0
LH mass along z: 0.1429 m0
square well HH1: 45.12 meV
square well LH1: 105.29 meV
square well HH2: 180.49 meV
square well LH1-HH1: 60.16 meV
finite-difference HH1: 45.12 meV
finite-difference LH1: 105.29 meV
triangular well field: 20.0 MV/m
first Airy zero, magnitude: 2.3381
triangular well HH1: 83.61 meV
triangular well LH1: 110.89 meV
<Jx^2> in Jz=3/2: 0.7500
<Jx^2> in Jz=1/2: 1.7500
unstrained bulk HH mass along x: 0.3333 m0
unstrained bulk LH mass along x: 0.1429 m0
diagonal in-plane HH mass: 0.1667 m0
diagonal in-plane LH mass: 0.2500 m0
r^2: 0.4286
s^2: 2.3333
F(r): 0.2113
F(s): 0.4430
share of HH2 in F(s): 97.6 %
HH1 coupling term in m0/m: -0.3622
LH1 coupling term in m0/m: -1.7718
HH1 m0/m, formula: 5.6378
HH1 m0/m, diagonalization: 5.6378
LH1 m0/m, formula: 2.2282
LH1 m0/m, diagonalization: 2.2282
full in-plane HH1 mass: 0.1774 m0
full in-plane LH1 mass: 0.4488 m0
strain splitting magnitude: 300.0 meV
d magnitude: 19.9452
HH1 m0/m at Delta>0: 5.7935
LH1 m0/m at Delta<0: 3.6230
HH1 in-plane mass at Delta>0: 0.1726 m0
LH1 in-plane mass at Delta<0: 0.2760 m0
Second set: gamma1, gamma2, gamma3 = 5.0 1.6 1.0
second set s^2: 4.5556
second set diagonal HH m0/m: 6.6000
second set diagonal LH m0/m: 3.4000
second set HH1 m0/m, formula: 6.3073
second set LH1 m0/m, formula: 11.9634
second set HH1 m0/m, diagonalization: 6.3073
second set LH1 m0/m, diagonalization: 11.9634
```
